# Viscosity Error from Finite Collision Cells in Direct Simulation Monte Carlo: verification in Python

```python
"""DSMC viscosity error caused by collision cells of finite width.

Result under test, for a hard-sphere gas sheared across cells of width L:
  error = 16/(45 pi kappa) * (L/lambda)^2 * R(L/lambda),  R -> 1 for small L
lambda : mean free path 1/(sqrt(2) pi n d^2)
kappa  : true kinetic viscosity / one-term value 5 n k T/(4 nu)
nu     : collision rate per particle, mean speed / lambda
R      : reduction because collisions flatten the velocity inside a cell
Reduced units in the tests: n = m = kT = lambda = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import erfcx, roots_genlaguerre

MEAN_SPEED = np.sqrt(8 / np.pi)
NU = MEAN_SPEED                      # collision rate for lambda = 1
ETA_ONE_TERM = 5 / (4 * NU)
LOSS_RATE = 2 * NU / 3               # momentum loss rate of a tracer
LEADING = 16 / (45 * np.pi)


def kinetic_viscosity(terms):
    """Variational viscosity from trial functions vx*vy*v^(2k)."""
    x, wx = np.polynomial.hermite.hermgauss(8)
    cx, cy, cz = [c.ravel() for c in np.meshgrid(x, x, x, indexing="ij")]
    wc = np.einsum("i,j,k->ijk", wx, wx, wx).ravel() / np.pi**1.5
    u, wu = roots_genlaguerre(8, 1.0)     # u = g^2/4, weight g^3 exp(-g^2/4)
    wu = wu / wu.sum()
    mu, wmu = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(16) / 16
    sin_t = np.sqrt(1 - mu**2)
    dx = np.outer(sin_t, np.cos(phi)).ravel()
    dy = np.outer(sin_t, np.sin(phi)).ravel()
    dz = np.repeat(mu, 16)
    wd = np.repeat(wmu / 2, 16) / 16
    matrix = np.zeros((terms, terms))
    for ui, wi in zip(u, wu):
        half_g = np.sqrt(ui)
        sums = [0.0] * terms
        for sign in (1, -1):
            vx = cx[:, None] + sign * half_g * dx
            vy = cy[:, None] + sign * half_g * dy
            vz = cz[:, None] + sign * half_g * dz
            v2 = vx**2 + vy**2 + vz**2
            for k in range(terms):
                sums[k] = sums[k] + vx * vy * v2**k
        means = [s @ wd for s in sums]    # average over scattered directions
        for i in range(terms):
            for j in range(terms):
                full = wc @ ((sums[i] * sums[j]) @ wd)
                kept = wc @ (means[i] * means[j])
                matrix[i, j] += wi * NU / 2 * (full - kept)
    source = np.array([np.prod(np.arange(1, 2 * k + 6, 2)) / 15
                       for k in range(terms)], dtype=float)
    return source @ np.linalg.solve(matrix, source)


def reduction(width):
    """R from the Fourier series; width in mean free paths."""
    k = np.arange(1, 3001)
    z = LOSS_RATE * width / (2 * np.pi * k * np.sqrt(2))
    return 1 - 6 / np.pi**2 * np.sum(np.sqrt(np.pi) * z * erfcx(z) / k**2)


def reduction_direct(width):
    """R by integrating the in-cell solution over position and velocity."""
    node, weight = np.polynomial.legendre.leggauss(400)
    y = node * width / 2
    dv = 0.004
    vy = (np.arange(2000) + 0.5) * dv
    decay = np.exp(-LOSS_RATE * (y[None, :] + width / 2) / vy[:, None])
    denom = -np.expm1(-LOSS_RATE * width / vy)[:, None]
    psi = vy[:, None] / LOSS_RATE - width * decay / denom
    per_speed = (psi * y) @ (weight / 2) * 12 / width**2
    return np.sum(per_speed * np.exp(-vy**2 / 2)) * dv * np.sqrt(2 / np.pi)


def simulate_shear(width, seed, particles=80000, steps=1200, warmup=100,
                   rounds=6, dt=0.1, shear=0.1):
    """Real DSMC in one cell with sheared periodic images.
    Returns kinetic and collisional viscosity with standard errors."""
    rng = np.random.default_rng(seed)
    v = rng.standard_normal((3, particles))
    v -= v.mean(axis=1, keepdims=True)
    y = (rng.random(particles) - 0.5) * width
    v[0] += shear * y
    g_max = 9.0
    pairs = round(particles * dt / rounds * g_max / (2 * np.sqrt(2)))
    block = np.arange(pairs)
    record = np.zeros((steps, 2))
    for step in range(-warmup, steps):
        y += v[1] * dt
        hops = np.rint(y / width)
        y -= hops * width
        v[0] -= shear * width * hops
        if step % 5 == 0:                 # remove viscous heating
            flow = shear * y
            v[0] -= flow
            v *= np.sqrt(3 * particles / np.sum(v * v))
            v[0] += flow
        kinetic = transfer = 0.0
        for _ in range(rounds):
            first = (rng.integers(particles) + block) % particles
            shift = rng.integers(pairs, particles - pairs + 1)
            second = (first + shift) % particles
            rel = v[:, first] - v[:, second]
            g = np.sqrt(rel[0]**2 + rel[1]**2 + rel[2]**2)
            kinetic -= v[0] @ v[1] / particles
            transfer += np.mean(g * rel[0] * (y[first] - y[second]))
            hit = np.flatnonzero(rng.random(pairs) * g_max < g)
            cos_t = 2 * rng.random(hit.size) - 1
            sin_t = np.sqrt(1 - cos_t**2)
            phi = 2 * np.pi * rng.random(hit.size)
            new = g[hit] * np.array([sin_t * np.cos(phi),
                                     sin_t * np.sin(phi), cos_t])
            change = (new - rel[:, hit]) / 2
            v[:, first[hit]] += change
            v[:, second[hit]] -= change
        if step >= 0:
            record[step] = (kinetic / rounds / shear,
                            transfer / rounds / shear / (4 * np.sqrt(2)))
    blocks = record.reshape(12, -1, 2).mean(axis=1)
    return record.mean(axis=0), blocks.std(axis=0, ddof=1) / np.sqrt(12)


# Kinetic viscosity from the collision integral
etas = [kinetic_viscosity(t) for t in (1, 2, 3)]
assert abs(etas[0] / ETA_ONE_TERM - 1) < 1e-9
assert etas[0] < etas[1] < etas[2] and etas[2] / etas[1] - 1 < 0.003
kappa = etas[2] / ETA_ONE_TERM

# Small-cell momentum transfer from a shifted Maxwellian of relative velocity
drift = 0.01
mean_ggx = dblquad(
    lambda mu, g: 2 * np.pi * g**4 * mu / (4 * np.pi)**1.5
    * np.exp(-(g * g - 2 * g * drift * mu + drift**2) / 4),
    0, 16, -1, 1, epsabs=1e-11)[0]
node, weight = np.polynomial.legendre.leggauss(6)
sep2 = np.sum(np.outer(weight, weight) / 4
              * (node[:, None] / 2 - node[None, :] / 2)**2)
eta_transfer = mean_ggx / drift * sep2 / (4 * np.sqrt(2))
assert abs(eta_transfer / (NU / 18) - 1) < 1e-4
assert abs(eta_transfer / etas[0] / LEADING - 1) < 1e-4

# Series for the reduction factor against direct integration
for w in (0.5, 1.0, 2.0):
    assert abs(reduction(w) - reduction_direct(w)) < 1e-3


def cell_error(width):
    return LEADING / kappa * width**2 * reduction(width)


# Full simulation against theory
runs = {}
for w, seed in ((1.0, 11), (2.0, 12)):
    value, sigma = simulate_shear(w, seed)
    runs[w] = (value, sigma)
    assert abs(value[0] / etas[2] - 1) < 0.03      # noise and finite shear
    predicted = NU / 18 * w**2 * reduction(w)
    assert abs(value[1] / predicted - 1) < 0.05    # noise, step and closure
assert runs[2.0][0][1] < 0.9 * NU / 18 * 4         # bare quadratic fails


def exponent(width):
    h = 1e-3
    return (np.log(cell_error(width * (1 + h)) / cell_error(width * (1 - h)))
            / np.log((1 + h) / (1 - h)))


assert abs(exponent(0.01) - 2) < 0.01
assert 0.08 < cell_error(1.0) < 0.12

# Time-step error: repeated relaxation and shear, mean stress while streaming
dt_step = 0.2 / MEAN_SPEED                         # 0.2 lambda / mean speed
a_rate = 0.8 * NU
stress = 0.0
for _ in range(400):
    after = stress * np.exp(-a_rate * dt_step)
    stress = after + dt_step
step_error = (after + stress) / 2 * a_rate - 1
assert abs(step_error / ((a_rate * dt_step)**2 / 12) - 1) < 0.01

# Softer molecules: collision rate proportional to g^p
omega = 0.74
p = 2 - 2 * omega


def collision_moment(power, rate_power):
    top = quad(lambda g: g**(2 + rate_power + power) * np.exp(-g*g/4), 0, 40)[0]
    return top / quad(lambda g: g**(2 + rate_power) * np.exp(-g*g/4), 0, 40)[0]


def leading_coefficient(rate_power):
    return (NU**2 * collision_moment(2, rate_power)
            * collision_moment(4, rate_power) / (144 * 120))


assert abs(leading_coefficient(1.0) / LEADING - 1) < 1e-6
soft = leading_coefficient(p)

# Nitrogen between showerhead and wafer
pressure_torr, temperature, gap, diameter = 1.0, 473.0, 5e-3, 0.37e-9
mass = 28.01 * const.atomic_mass
kT = const.k * temperature
density = pressure_torr * const.torr / kT
mfp = 1 / (np.sqrt(2) * np.pi * density * diameter**2)
speed = np.sqrt(8 * kT / (np.pi * mass))
eta_si = 5 / (16 * diameter**2) * np.sqrt(mass * kT / np.pi)
assert abs(eta_si / (5 * density * kT * mfp / (4 * speed)) - 1) < 1e-9
kn = mfp / gap
flow = quad(lambda s: s * (1 - s) / 2 + kn / 2, 0, 1)[0]
slip_gain = flow / quad(lambda s: s * (1 - s) / 2, 0, 1)[0] - 1
assert abs(slip_gain / (6 * kn) - 1) < 1e-9

print(f"Leading coefficient 16/(45 pi): {LEADING:.4f}")
print(f"Kinetic viscosity, 2 terms / 1 term: {etas[1]/etas[0]:.5f}")
print(f"Kinetic viscosity, 3 terms / 1 term (kappa): {kappa:.5f}")
print(f"Leading coefficient / kappa: {LEADING/kappa:.4f}")
for w in (0.25, 0.5, 1.0, 2.0):
    print(f"L/lambda = {w}: R = {reduction(w):.4f}, "
          f"bare quadratic = {100*LEADING/kappa*w*w:.2f} %, "
          f"error = {100*cell_error(w):.2f} %, exponent = {exponent(w):.3f}")
for w, (value, sigma) in runs.items():
    print(f"DSMC L/lambda = {w}: kinetic viscosity / theory = "
          f"{value[0]/etas[2]:.4f} +- {sigma[0]/etas[2]:.4f}")
    print(f"DSMC L/lambda = {w}: transfer / kinetic theory = "
          f"{100*value[1]/etas[2]:.2f} +- {100*sigma[1]/etas[2]:.2f} %")
print(f"Pressure: {pressure_torr:.1f} Torr")
print(f"Temperature: {temperature:.0f} K")
print(f"Gap: {gap*1e3:.1f} mm")
print(f"Molecular diameter (rough): {diameter*1e9:.2f} nm")
print(f"Molecular mass: {mass/const.atomic_mass:.2f} u")
print(f"Number density: {density:.3e} m^-3")
print(f"Mean free path: {mfp*1e6:.1f} um")
print(f"Mean speed: {speed:.0f} m/s")
print(f"Collision rate: {speed/mfp:.3e} s^-1")
print(f"One-term viscosity: {eta_si*1e6:.2f} uPa s")
print(f"True hard-sphere viscosity: {kappa*eta_si*1e6:.2f} uPa s")
apparent = kappa * eta_si * (1 + cell_error(1.0))
print(f"Apparent viscosity at L = lambda: {apparent*1e6:.2f} uPa s")
print(f"Cells across gap at L = lambda: {gap/mfp:.0f}")
for target in (0.01, 0.05):
    w = brentq(lambda q: cell_error(q) - target, 0.01, 3)
    print(f"Width for {100*target:.0f} % error: {w:.3f} lambda = "
          f"{w*mfp*1e6:.1f} um, cells across gap: {np.ceil(gap/(w*mfp)):.0f}")
print(f"Viscosity exponent of softer molecules (rough): {omega:.2f}")
print(f"Leading coefficient, softer molecules, one-term: {soft:.4f}")
print(f"Softer / hard-sphere coefficient: {soft/LEADING:.3f}")
print(f"Time step 0.2 lambda/mean speed: {0.2*mfp/speed*1e9:.1f} ns")
print(f"Viscosity error from that time step: {100*step_error:.3f} %")
print(f"Knudsen number of gap: {kn:.4f}")
print(f"Flow gain from wall slip, 6 Kn: {100*slip_gain:.1f} %")
print("OK")
```

Running it gives:

```
Leading coefficient 16/(45 pi): 0.1132
Kinetic viscosity, 2 terms / 1 term: 1.01485
Kinetic viscosity, 3 terms / 1 term (kappa): 1.01588
Leading coefficient / kappa: 0.1114
L/lambda = 0.25: R = 0.9624, bare quadratic = 0.70 %, error = 0.67 %, exponent = 1.962
L/lambda = 0.5: R = 0.9269, bare quadratic = 2.79 %, error = 2.58 %, exponent = 1.926
L/lambda = 1.0: R = 0.8620, bare quadratic = 11.14 %, error = 9.60 %, exponent = 1.858
L/lambda = 2.0: R = 0.7523, bare quadratic = 44.56 %, error = 33.52 %, exponent = 1.739
DSMC L/lambda = 1.0: kinetic viscosity / theory = 0.9929 +- 0.0075
DSMC L/lambda = 1.0: transfer / kinetic theory = 9.71 +- 0.10 %
DSMC L/lambda = 2.0: kinetic viscosity / theory = 0.9859 +- 0.0056
DSMC L/lambda = 2.0: transfer / kinetic theory = 33.67 +- 0.19 %
Pressure: 1.0 Torr
Temperature: 473 K
Gap: 5.0 mm
Molecular diameter (rough): 0.37 nm
Molecular mass: 28.01 u
Number density: 2.042e+22 m^-3
Mean free path: 80.5 um
Mean speed: 598 m/s
Collision rate: 7.425e+06 s^-1
One-term viscosity: 22.45 uPa s
True hard-sphere viscosity: 22.80 uPa s
Apparent viscosity at L = lambda: 24.99 uPa s
Cells across gap at L = lambda: 62
Width for 1 % error: 0.307 lambda = 24.7 um, cells across gap: 203
Width for 5 % error: 0.706 lambda = 56.9 um, cells across gap: 88
Viscosity exponent of softer molecules (rough): 0.74
Leading coefficient, softer molecules, one-term: 0.0806
Softer / hard-sphere coefficient: 0.712
Time step 0.2 lambda/mean speed: 26.9 ns
Viscosity error from that time step: 0.213 %
Knudsen number of gap: 0.0161
Flow gain from wall slip, 6 Kn: 9.7 %
OK
```
